# Valence-band offsets from macroscopically averaged superlattice potentials

Suppose that a heterostructure is to confine holes in one of two epitaxial layers, A or B, and the layer has to be chosen from a calculation. Holes collect where the valence-band edge is higher, so the choice hangs on the sign of

\[
\Delta E_v=E_v(B)-E_v(A),
\]

and the depth of the confinement hangs on its size. Two bulk calculations do not settle this. The potential of an infinite crystal has an arbitrary additive constant, and each calculation fixes it separately. A superlattice containing both materials supplies the missing common zero, but its potential oscillates from atom to atom by far more than the quantity sought. The constant has to be extracted from beneath the oscillations.

## An example with integers

Let the potential energy of an electron, averaged over the layer plane, be sampled along the growth direction. In arbitrary units, A repeats every two samples and B every three:

\[
-6,-2,-6,-2,-6,-2\;\big|\;1,-2,-5,1,-2,-5 .
\]

First replace each pair of neighbours by its mean:

\[
-4,-4,-4,-4,-4,-\tfrac12,-\tfrac12,-\tfrac72,-2,-\tfrac12,-\tfrac72 .
\]

Any pair inside A contains one full period, so A is now flat. B still oscillates, because two samples are not a period of B. Next average each run of three entries:

\[
-4,-4,-4,-\tfrac{17}{6},-\tfrac53,-\tfrac32,-2,-2,-2 .
\]

Both sides are flat, at \(M_A=-4\) and \(M_B=-2\). These are the means over one period, \((-6-2)/2\) and \((1-2-5)/3\). The second average did not disturb A, since the mean of equal numbers is that number. The three values in between mix the materials. They depend on the windows and are not a local band edge.

Now let a separate bulk calculation of A give the potential \(0,4\), with mean 2, and a valence edge at 3. Let that of B give \(3,0,-3\), with mean 0, and an edge at \(\tfrac12\). The edges are assigned here for illustration. Relative to its bulk calculation, layer A has been shifted by \(-4-2=-6\), and layer B by \(-2-0=-2\). The edges on the common scale are

\[
3-6=-3,\qquad \tfrac12-2=-\tfrac32 ,
\]

so \(\Delta E_v=+\tfrac32\), and holes go to B. Subtracting the bulk edges as they stand would give \(\tfrac12-3=-\tfrac52\) and select the wrong layer.

## The average in general

Hartree atomic units are used from here on, and every potential is the potential energy of an electron. Let \(V(\mathbf r)\) be the superlattice potential and \(\Omega_\parallel\) the area of its in-plane cell. The planar average is

\[
\bar V(z)=\frac1{\Omega_\parallel}\int_{\Omega_\parallel}V(x,y,z)\,dx\,dy .
\]

A lateral displacement of an atomic plane's contribution moves the integrand within a periodic cell and leaves the integral unchanged. Planes that differ by such a displacement therefore become equivalent, and the period of \(\bar V\) may be shorter than that of the crystal. Let \(a\) and \(b\) be the periods of \(\bar V\) inside A and B. The macroscopic average is

\[
M(z)=\frac1{ab}\int_{-b/2}^{b/2}dt\int_{-a/2}^{a/2}ds\;\bar V(z+s+t).
\]

It uses values of \(\bar V\) up to a distance \((a+b)/2\) on either side of \(z\). Assume that within this reach layer A is bulk-like,

\[
\bar V(z)=\bar V_A(z)+C_A ,
\]

where \(\bar V_A\) comes from the bulk calculation and has period \(a\). For each fixed \(t\), the inner integral covers one full period, wherever that period begins:

\[
\frac1a\int_{-a/2}^{a/2}\left[\bar V_A(z+t+s)+C_A\right]ds=\langle V\rangle_A+C_A .
\]

Here \(\langle V\rangle_A\) is the bulk cell average. The result does not depend on \(t\), so the second window leaves it alone and

\[
M_A=\langle V\rangle_A+C_A .
\]

In B the two integrations are exchanged, the window \(b\) covers the full period, and \(M_B=\langle V\rangle_B+C_B\).

If the interior differs from the shifted bulk potential by a remainder of magnitude at most \(\eta\) within the reach, the plateau is wrong by at most \(\eta\), because \(M\) is a mean with positive weights that sum to one.

In Fourier space each window is a factor. For a wave \(e^{iGz}\),

\[
\frac1a\int_{-a/2}^{a/2}e^{iG(z+s)}ds
=e^{iGz}\,\frac{e^{iGa/2}-e^{-iGa/2}}{iGa}
=e^{iGz}\,\frac{\sin(Ga/2)}{Ga/2}.
\]

At \(G=2\pi m/a\) with integer \(m\neq0\) the numerator is \(\sin\pi m=0\). At \(G\to0\) the factor is 1. The first harmonic of B has \(G=2\pi/b\), and the window \(a\) alone leaves the fraction

\[
f=\frac{\sin(\pi a/b)}{\pi a/b}
\]

of it. This vanishes for \(a=b\), when one window is enough to flatten both interiors.

## From plateaus to the offset

In the interior of A the Hamiltonian is that of bulk A plus the constant \(C_A\). If \(H\psi=E\psi\), then \((H+C_A)\psi=(E+C_A)\psi\), so every bulk level moves by \(C_A=M_A-\langle V\rangle_A\). The aligned edge is

\[
E_v^{\rm al}(A)=E_v^A-\langle V\rangle_A+M_A ,
\]

where \(E_v^A\) is the bulk edge. The same holds for B, and subtraction gives

\[
\boxed{\;\Delta E_v=\left(E_v^B-\langle V\rangle_B\right)-\left(E_v^A-\langle V\rangle_A\right)+M_B-M_A\;}
\]

If a bulk calculation moves its zero by \(c\), its edge and its mean both move by \(c\), and the bracket is unchanged.

The potential being averaged may also be a part of the total, such as the electrostatic part. Let the omitted part be a short-range potential \(w\) carried by the atoms. In the interiors it repeats its bulk form with no free constant, so omitting it lowers \(M_A\) and \(\langle V\rangle_A\) by the same \(\langle w\rangle_A\), and likewise in B. The offset stays the same, while the lineup \(M_B-M_A\) changes by \(-(\langle w\rangle_B-\langle w\rangle_A)\). The lineup taken alone is thus a matter of convention. The same choice must be made in all three calculations.

## What the electrostatic lineup measures

Take the electrostatic part \(U\), and let \(q(z)\) be the number of positive charges minus electrons per unit length in an area \(S\). The electrostatic potential obeys \(\phi''=-4\pi q/S\). An electron has \(U=-\phi\), so

\[
U''=\frac{4\pi}{S}\,q .
\]

The average is linear and treats every \(z\) alike, so it commutes with differentiation. The averaged energy \(M\) and the averaged charge \(q_M\) obey the same equation. Between the layer centres \(z_A\) and \(z_B\), integration by parts gives

\[
\int_{z_A}^{z_B}(z_B-z)M''\,dz
=-(z_B-z_A)M'(z_A)+M_B-M_A .
\]

On a plateau \(M'(z_A)=0\), hence

\[
M_B-M_A=\frac{4\pi}{S}\int_{z_A}^{z_B}(z_B-z)\,q_M(z)\,dz .
\]

Since \(M'(z_B)=0\) too, the integral of \(q_M\) vanishes and the right side equals \(-(4\pi/S)\int z\,q_M\,dz\). The lineup is a dipole. Net positive charge on the A side and negative charge on the B side raise the electron energy in B.

## When there is no plateau

For a uniform field, \(\bar V=Fz\), the means of \(s\) and \(t\) over their windows are zero, so \(M(z)=Fz\). Averaging removes oscillations but keeps a slope. Polar layers or inequivalent interfaces can produce such slopes. If straight lines with slopes \(F_A\) and \(F_B\) are extrapolated to a chosen interface plane, moving that plane by \(\delta\) changes their difference by \((F_B-F_A)\delta\). An offset quoted for such a structure needs the plane stated with it.

The other conditions are these:

- Each interior must be bulk-like over more than \(a+b\), so that the whole reach fits inside it.
- Each bulk reference must have the strain of its layer.
- The theory must be the same throughout. If a better theory moves the bulk edges by \(\delta_A\) and \(\delta_B\) and leaves the lineup alone, the offset changes by \(\delta_B-\delta_A\). Spin-orbit and quasiparticle corrections can enter in this way.

## The procedure

1. Converge the superlattice self-consistently.
2. Converge bulk A and bulk B at the spacings and in-plane cell found in the layers. Record \(E_v\) and \(\langle V\rangle\).
3. Form \(\bar V(z)\), multiply its Fourier components by the factors for \(a\) and \(b\), and transform back.
4. Check that \(M(z)\) is flat at the layer centres, and read \(M_A\) and \(M_B\).
5. Insert the numbers in the boxed formula.
6. Repeat with thicker layers until the offset is steady.

## A self-consistent model

The model has electrons moving along \(z\) in one frozen in-plane state, treated in the Hartree approximation without exchange or correlation. It serves to test the procedure and does not stand for a real semiconductor pair: its gaps come out near 0.4 hartree, or 10 to 11 eV, and the sizes of the offset and of the errors quoted below belong to this model only. Each cell has area \(S=30\) bohr², two electrons, and one atom at its centre. At distance \(x\) from the atom, in bohr, the ion charge per unit length is \(2e^{-x^2/2}/\sqrt{2\pi}\), and a short-range well contributes \(-De^{-x^2/2}\). Layer A has \(a=5.0\) bohr and \(D=0.9\) hartree; layer B has \(b=5.5\) bohr and \(D=0.8\) hartree. The whole superlattice is mirror-symmetric about the centre of each layer, so the averaged field vanishes there.

The electrostatic average over each periodic cell, bulk or superlattice, is set to zero. The bulk mean then comes from the wells alone:

\[
\langle V\rangle=-\frac{D\sqrt{2\pi}}{\text{period}},
\]

which gives \(-0.4512\) hartree for A and \(-0.3646\) hartree for B, as computed. The valence maximum of both bulks lies at the zone edge, \(k=\pi/\text{period}\). With 13 cells per layer the numbers, in hartree, are

| | A | B |
|---|---|---|
| \(E_v\) | −0.479377 | −0.418963 |
| \(\langle V\rangle\) | −0.451193 | −0.364600 |
| \(E_v-\langle V\rangle\) | −0.028184 | −0.054363 |
| \(M\) | −0.445476 | −0.369798 |

The bulk term is \(-0.054363+0.028184=-0.026179\), and the lineup is \(-0.369798+0.445476=0.075678\). Therefore

\[
\Delta E_v=-0.026179+0.075678=0.0495\ \text{hartree}=1.347\ \text{eV}.
\]

The edge of B is higher, and holes go to B. The bulk term alone has the opposite sign.

With the electrostatic part as reference, both bulk means are zero. The bulk term becomes \(-0.418963+0.479377=0.060414\), the lineup becomes \(-0.010915\), and the sum is again 0.0495 hartree. The dipole integral reproduces this lineup. Leaving it out would overestimate the offset by 22 percent of its value.

## Checks against the superlattice itself

The offset can be found without any averaging or separate bulk calculation. Cut the central cell of each layer out of the converged superlattice potential, repeat it periodically, and compute its valence edge. Both edges are then already on one energy scale. Their difference was tested against the boxed formula and agrees to about \(10^{-10}\) hartree for 13 cells.

With three cells per layer, the formula gives 0.04955 hartree and the direct route 0.04952, against the converged 0.04950. With five cells, both are within about \(10^{-6}\) hartree of the converged value. This fast convergence was found for the present model only; a real interface with relaxed atoms needs its own test.

The need for two windows is visible in B. Sampled on the 0.5-bohr grid of the calculation, the raw potential varies by 0.728 hartree from peak to peak. After the window \(a\) alone, 0.073 hartree remains, which is more than the offset itself. The first-harmonic factor is \(f=0.0986\), and the first Fourier component of the potential in the central cell of B was tested to shrink by this factor. After both windows the ripple is below \(10^{-9}\) hartree.

The occupied states give another check. The aligned edge of B is \(-0.36980-0.05436=-0.42416\) hartree. The highest occupied superlattice level is \(-0.42482\) hartree, lower by 0.00066, and 99.9 percent of its weight is in B. It should lie lower: near its maximum the valence band falls as \(-|c|\kappa^2/2\), where \(\kappa\) is the distance from the zone edge and \(c=-0.887\) hartree bohr² is the computed curvature. A standing wave between hard walls a distance \(\ell\) apart has \(\kappa=\pi/\ell\). Counting 11 of the 13 cells as bulk-like gives \(\ell=60.5\) bohr and

\[
\frac{\pi^2|c|}{2\ell^2}=0.0012\ \text{hartree}.
\]

This is a deliberately generous estimate of the confinement energy, since the true walls are finite and the layer is longer. The observed lowering is positive and smaller than it, as the test requires.

The same alignment serves the conduction band. If its minima also lie at the zone edge, adding the bulk gaps 0.4009 and 0.3810 hartree to the aligned valence edges puts them at \(-0.0728\) in A and \(-0.0431\) in B. Electrons then prefer A while holes prefer B. The separation between these two edges is \(-0.0728+0.4242=0.3514\) hartree. The superlattice gap is 0.3544 hartree, larger by 0.0030, which has the sign expected from confinement of both carriers.

## A reference with the wrong spacing

Finally, let the bulk reference for B have a period of 5.25 bohr instead of the layer's 5.5, with all else unchanged. With the total potential as reference, the formula now returns 0.0733 hartree, an error of 0.0238, or 48 percent of the correct offset.

The result has also lost its independence of the reference potential. That independence required \(\langle w\rangle\) to be the same in the layer and in its bulk reference. Here the two means of the well differ by

\[
0.8\sqrt{2\pi}\left(\frac1{5.25}-\frac1{5.5}\right)=0.0174\ \text{hartree},
\]

so the electrostatic reference would give \(0.0733-0.0174=0.0559\) hartree instead. Neither value is the offset of the strained layer. If each layer is thick enough that \(w\) has its bulk form over the whole reach of the average, a disagreement between two reference potentials therefore signals that a bulk calculation does not match its layer. This requires the reach plus the range of \(w\) to fit inside the layer. In thinner layers the average also takes in the neighbouring material or the tails of its \(w\), and the two references can disagree even when both bulk calculations match. Agreement is weaker evidence, because a mismatch that leaves \(\langle w\rangle\) unchanged would escape this check.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
cell area: 30.0 bohr^2; grid step: 0.50 bohr
ion width: 1.0 bohr; well width: 1.0 bohr
A: period 5.00 bohr, well depth 0.90 hartree
A: bulk valence edge -0.479377 hartree
A: bulk mean potential -0.451193 hartree
A: edge minus mean -0.028184 hartree
A: bulk gap at zone edge 0.400857 hartree
B: period 5.50 bohr, well depth 0.80 hartree
B: bulk valence edge -0.418963 hartree
B: bulk mean potential -0.364600 hartree
B: edge minus mean -0.054363 hartree
B: bulk gap at zone edge 0.381012 hartree
cells per layer | lineup | offset | direct offset (hartree)
  3 0.0757320 0.0495531 0.0495200
  5 0.0756788 0.0494999 0.0494993
  7 0.0756778 0.0494989 0.0494989
  9 0.0756778 0.0494989 0.0494989
 13 0.0756778 0.0494989 0.0494989
results below: 13 cells per layer
superlattice length: 136.5 bohr
A: plateau M -0.445476 hartree
A: aligned valence edge -0.473660 hartree
A: raw ripple, peak to peak 0.7977 hartree
A: ripple after two windows 2.7e-10 hartree
B: plateau M -0.369798 hartree
B: aligned valence edge -0.424161 hartree
B: raw ripple, peak to peak 0.7283 hartree
B: ripple after two windows 1.3e-11 hartree
B: ripple after window a only 0.07336 hartree
B: first-harmonic factor of window a 0.09865
electrostatic lineup: -0.010915 hartree
same from charge dipole: -0.010915 hartree
offset by electrostatic reference: 0.049499 hartree
bulk edge difference, no lineup: 0.060414 hartree
valence-band offset B-A: 0.049499 hartree
valence-band offset B-A: 1.3469 eV
|offset - direct offset|: 1.4e-10 hartree
layer with the higher edge: B
highest occupied level: -0.424824 hartree
its depth below aligned edge: 0.000662 hartree
band curvature at that edge: -0.8866 hartree bohr^2
confinement limit: 0.001195 hartree
its weight in that layer: 0.9989
superlattice gap: 0.354385 hartree
B reference with wrong period: 5.25 bohr
offset with that reference: 0.073303 hartree
```
